# Total-angular-momentum projectors for pseudopotentials with spin-orbit coupling, part 1

(Sections cited here and not found follow in the second part.)

A pseudopotential replaces the nucleus and the core electrons of an atom by a smooth potential that acts on the valence electrons alone. In the semilocal form, each orbital angular momentum $l$ has its own radial function $V_l(r)$, and an operator $\Pi_l$ picks the $l$ component out of the wave function before $V_l(r)$ multiplies it. Such a potential does not act on the spin, so all $2(2l+1)$ states of a shell, counting both spin directions, receive the same energy. In the model p shell computed at the end of this text, with $V_l$ taken as the degeneracy-weighted average $V_{\rm av}$ defined in (10), all six states would lie at $-1.80833\times10^{-18}$ J. Spin-orbit coupling breaks this degeneracy. When a norm-conserving pseudopotential is constructed from a relativistic calculation of the atom that keeps the spin-orbit coupling, the construction is carried out separately for the two values $j=l+\tfrac12$ and $j=l-\tfrac12$ of the total angular momentum, and it delivers two radial functions, $V_+(r)$ and $V_-(r)$, for every $l\ge1$. In the same model these give a fourfold level and a twofold level separated by $4.725\times10^{-20}$ J, or $0.295$ eV, and a single $V_l$ loses this splitting altogether.

Having the two functions is not enough, because the $l$ component of a wave function, as $\Pi_l$ delivers it, is a sum of products of a spherical harmonic and a spin state, and for $l\ge1$ most such products have no definite $j$. A p electron with $m=0$ and spin up is partly $j=\tfrac32$ and partly $j=\tfrac12$, so neither $V_+$ nor $V_-$ may simply be multiplied onto it. What is missing is a pair of operators $P_+$ and $P_-$ that cut any state of given $l$ into its two $j$ parts, so that the potential can be written $V_+P_++V_-P_-$. These operators are

$$P_+=\frac{l+1+\boldsymbol\sigma\cdot\mathbf L/\hbar}{2l+1},\qquad P_-=\frac{l-\boldsymbol\sigma\cdot\mathbf L/\hbar}{2l+1}.\tag{1}$$

The factor $1/\hbar$ is needed in SI units, since $\mathbf L$ is measured in J s and cannot be added to the pure number $l+1$; the form without it holds when $\mathbf L$ is measured in units of $\hbar=1.054572\times10^{-34}$ J s. The expressions are projectors only on states of the one value of $l$ that appears in them. The functions $V_\pm(r)$ are taken as given throughout. How they are made norm-conserving plays no part in the angular algebra.

The orbital angular momentum is $\mathbf L=\mathbf r\times\mathbf p$ with $\mathbf p=-i\hbar\nabla$, so that $L_x=yp_z-zp_y$, $L_y=zp_x-xp_z$, $L_z=xp_y-yp_x$. Each term is a product of two commuting Hermitian operators, so each $L_i$ is Hermitian. The only nonzero basic commutators are $[x,p_x]=[y,p_y]=[z,p_z]=i\hbar$. Of the four terms in $[L_x,L_y]$, only the two that contain both $z$ and $p_z$ survive:

$$[L_x,L_y]=[yp_z,zp_x]+[zp_y,xp_z]=yp_x[p_z,z]+xp_y[z,p_z]=i\hbar\,(xp_y-yp_x)=i\hbar L_z .$$

The definitions are unchanged in form under $x\to y\to z\to x$, so also $[L_y,L_z]=i\hbar L_x$ and $[L_z,L_x]=i\hbar L_y$. The square $L^2=L_x^2+L_y^2+L_z^2$ commutes with each component. With the rule $[AB,C]=A[B,C]+[A,C]B$ and with $[L_x,L_z]=-i\hbar L_y$,

$$[L^2,L_z]=[L_x^2,L_z]+[L_y^2,L_z]=-i\hbar(L_xL_y+L_yL_x)+i\hbar(L_yL_x+L_xL_y)=0,$$

and the other two components follow by the cyclic symmetry.

The next facts use only these commutators and hermiticity, so they hold for any angular momentum. They are written for $\mathbf L$ and applied later to $\mathbf J$. Define $L_\pm=L_x\pm iL_y$, with $L_\pm^\dagger=L_\mp$. Then

$$[L_z,L_\pm]=i\hbar L_y\pm i(-i\hbar L_x)=\pm\hbar\,(L_x\pm iL_y)=\pm\hbar L_\pm,$$

$$L_\mp L_\pm=L_x^2+L_y^2\pm i[L_x,L_y]=L^2-L_z^2\mp\hbar L_z .$$

Take a normalized joint eigenstate of $L^2$ and $L_z$. The eigenvalue of $L^2$ is not negative, being an expectation value of a sum of squares of Hermitian operators, so it can be written $\hbar^2l(l+1)$ with a unique $l\ge0$; the eigenvalue of $L_z$ is written $\hbar m$. The first relation gives $L_z(L_\pm|l,m\rangle)=\hbar(m\pm1)L_\pm|l,m\rangle$, so $L_\pm$ changes $m$ by one unit, and it keeps $l$ because it commutes with $L^2$. The second gives the squared length of the new vector, $\langle l,m|L_\mp L_\pm|l,m\rangle=\hbar^2[l(l+1)-m(m\pm1)]$. A squared length cannot be negative, which requires $m\le l$ from the upper sign and $m\ge-l$ from the lower. Repeated raising must therefore stop, and it stops only where the length vanishes, at $m=l$; repeated lowering stops only at $m=-l$. Hence $m$ runs from $-l$ to $l$ in unit steps, and the states come in multiplets of $2l+1$ members. For orbital motion the states are the spherical harmonics $Y_{lm}$ with integer $l$, one for each pair $l,m$. Their relative phases are fixed by the Condon-Shortley convention, which makes the ladder coefficients real and positive:

$$L_\pm|l,m\rangle=\hbar\sqrt{l(l+1)-m(m\pm1)}\;|l,m\pm1\rangle .\tag{2}$$

The spin is $\mathbf S=\tfrac12\hbar\boldsymbol\sigma$, and in the basis $\uparrow,\downarrow$ the Pauli matrices are

$$\sigma_x=\begin{pmatrix}0&1\\1&0\end{pmatrix},\qquad\sigma_y=\begin{pmatrix}0&-i\\i&0\end{pmatrix},\qquad\sigma_z=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.$$

They are Hermitian and traceless. Multiplying out gives $\sigma_x^2=\sigma_y^2=\sigma_z^2=1$ and

$$\sigma_x\sigma_y=\begin{pmatrix}i&0\\0&-i\end{pmatrix}=i\sigma_z .$$

The Hermitian conjugate of this equation is $\sigma_y\sigma_x=-i\sigma_z$, so $\sigma_y\sigma_x=-\sigma_x\sigma_y$. Writing $\sigma_z=-i\sigma_x\sigma_y$ then gives $\sigma_y\sigma_z=-i\sigma_y\sigma_x\sigma_y=+i\sigma_x\sigma_y\sigma_y=i\sigma_x$ and $\sigma_z\sigma_x=-i\sigma_x\sigma_y\sigma_x=+i\sigma_x\sigma_x\sigma_y=i\sigma_y$, and conjugation shows that the reversed products have the opposite sign. All nine products are contained in

$$\sigma_i\sigma_j=\delta_{ij}+i\sum_k\epsilon_{ijk}\,\sigma_k,\tag{3}$$

where $\epsilon_{ijk}$ is $+1$ for $xyz$, $yzx$, $zxy$, is $-1$ for the reversed orders and is zero when two indices agree. It follows that $[S_x,S_y]=\tfrac14\hbar^2\cdot2i\sigma_z=i\hbar S_z$ and $S^2=\tfrac14\hbar^2(1+1+1)=\tfrac34\hbar^2$.

Fix $l$ and let $\mathcal H_l$ be the space spanned by the $2(2l+1)$ products $|m,s\rangle=|l,m\rangle|s\rangle$ with $s=\uparrow,\downarrow$. The operators $L_i$ act on the first factor and $\sigma_j$ on the second, so every $L_i$ commutes with every $\sigma_j$. By (2) the $L_i$ never lead out of $\mathcal H_l$, and on $\mathcal H_l$ the operator $L^2$ is the number $\hbar^2l(l+1)$. The total angular momentum $\mathbf J=\mathbf L+\mathbf S$ obeys $[J_x,J_y]=[L_x,L_y]+[S_x,S_y]=i\hbar J_z$, because the cross terms vanish, so the multiplet theorem applies to it: the eigenvalues of $J^2$ are $\hbar^2j(j+1)$ and each multiplet has $2j+1$ members. The dimensionless operator of interest is

$$K=\frac{\boldsymbol\sigma\cdot\mathbf L}{\hbar}=\frac{1}{\hbar}\sum_i\sigma_iL_i=\frac{2\,\mathbf L\cdot\mathbf S}{\hbar^2},$$

where the last form uses $\boldsymbol\sigma=2\mathbf S/\hbar$. Each term $\sigma_iL_i$ is a product of commuting Hermitian operators, so $K$ is Hermitian. Squaring $\mathbf J$, and using $\mathbf L\cdot\mathbf S=\mathbf S\cdot\mathbf L$,

$$J^2=L^2+S^2+2\,\mathbf L\cdot\mathbf S=\hbar^2\left[l(l+1)+\tfrac34+K\right]\quad\text{on }\mathcal H_l .\tag{4}$$

On $\mathcal H_l$, then, $J^2/\hbar^2$ and $K$ differ by a constant, and they have the same eigenvectors. Sorting states by $j$ is the same as sorting them by the eigenvalue of $K$.

The eigenvalues of $K$ follow from its square. All $\sigma$ can be moved to the left of all $L$, but the order of the two $\sigma$ among themselves and of the two $L$ among themselves must be kept. With (3),

$$(\boldsymbol\sigma\cdot\mathbf L)^2=\sum_{ij}\sigma_i\sigma_j\,L_iL_j=\sum_iL_i^2+i\sum_k\sigma_k\sum_{ij}\epsilon_{ijk}L_iL_j .$$

For $k=z$ the inner sum is $L_xL_y-L_yL_x=i\hbar L_z$, and cyclically it is $i\hbar L_k$ for each $k$. For a vector of ordinary numbers this sum would vanish, and the whole result rests on the fact that here it does not. The second term becomes $i\cdot i\hbar\sum_k\sigma_kL_k=-\hbar\,\boldsymbol\sigma\cdot\mathbf L$. Dividing by $\hbar^2$,

$$K^2+K=\frac{L^2}{\hbar^2}.\tag{5}$$

This identity holds on all functions. On $\mathcal H_l$ the right side is $l(l+1)$, and the quadratic factorizes, since $(K-l)(K+l+1)=K^2+(l+1-l)K-l(l+1)$:

$$(K-l)(K+l+1)=0\quad\text{on }\mathcal H_l .\tag{6}$$

Applied to an eigenvector with eigenvalue $k$, equation (6) reads $(k-l)(k+l+1)=0$, so $k=l$ or $k=-(l+1)$. Equation (4) turns these into values of $j$:

$$k=l:\qquad j(j+1)=l^2+2l+\tfrac34=(l+\tfrac12)(l+\tfrac32),\qquad j=l+\tfrac12,$$

$$k=-(l+1):\qquad j(j+1)=l^2-\tfrac14=(l-\tfrac12)(l+\tfrac12),\qquad j=l-\tfrac12 .$$

The two allowed values of $j$ have come out of the algebra and did not have to be assumed. The positive eigenvalue belongs to the larger $j$, where spin and orbit are as parallel as they can be. The two eigenvalues are not equal and opposite, and their sum is $-1$; this asymmetry is the linear term in (5). For $l=1$ the eigenvalues of $\boldsymbol\sigma\cdot\mathbf L$ are $\hbar=1.054572\times10^{-34}$ J s and $-2\hbar=-2.109144\times10^{-34}$ J s. For $l=0$ the second case would need $j(j+1)=-\tfrac14$, which is impossible, and indeed $\mathbf L=0$ and $K=0$ on $\mathcal H_0$, so only $k=l=0$ and $j=\tfrac12$ occur.

A Hermitian matrix has a complete orthonormal set of eigenvectors, so any $\psi$ in $\mathcal H_l$ is a sum $\psi=\psi_++\psi_-$ with $K\psi_+=l\,\psi_+$ and $K\psi_-=-(l+1)\psi_-$, and $\psi_+$ is orthogonal to $\psi_-$. The projector onto $j=l+\tfrac12$ is by definition the linear operator that returns $\psi_+$, and the projector onto $j=l-\tfrac12$ returns $\psi_-$. To remove $\psi_-$, apply the factor of (6) that vanishes on it:

$$(K+l+1)\psi=(l+l+1)\psi_++\big(-(l+1)+l+1\big)\psi_-=(2l+1)\,\psi_+ .$$

To remove $\psi_+$, apply the other factor:

$$(K-l)\psi=(l-l)\psi_++\big(-(l+1)-l\big)\psi_-=-(2l+1)\,\psi_- .$$

Dividing the first line by $2l+1$ and the second by $-(2l+1)$ gives

$$\psi_+=\frac{l+1+K}{2l+1}\,\psi,\qquad\psi_-=\frac{l-K}{2l+1}\,\psi,$$

which is (1). The denominator $2l+1$ is the distance between the two eigenvalues of $K$, and the minus sign in $P_-$ comes from dividing by the negative difference. For $l=0$ one finds $P_+=1$ and $P_-=0$, as the absence of a second $j$ requires.

An operator that returns a part of a vector must leave that part alone when applied again, so $P^2=P$; this property is called idempotency. It can be confirmed from (5) without any eigenvectors. Replacing $K^2$ by $l(l+1)-K$,

$$(l+1+K)^2=(l+1)^2+2(l+1)K+l(l+1)-K=(l+1)(2l+1)+(2l+1)K,$$

where $(l+1)^2+l(l+1)=(l+1)(2l+1)$ and $2(l+1)-1=2l+1$. The right side is $(2l+1)(l+1+K)$, and division by $(2l+1)^2$ gives $P_+^2=P_+$. In the same way

$$(l-K)^2=l^2-2lK+l(l+1)-K=l(2l+1)-(2l+1)K=(2l+1)(l-K),$$

so $P_-^2=P_-$. The sum is $P_++P_-=(l+1+l)/(2l+1)=1$, and the product is $P_+P_-=-(K+l+1)(K-l)/(2l+1)^2=0$ by (6). Both operators are Hermitian because $K$ is and the coefficients are real; for a Hermitian idempotent $P$ the kept and discarded parts are orthogonal, since $\langle P\psi|(1-P)\psi\rangle=\langle\psi|(P-P^2)\psi\rangle=0$. Idempotency alone does not say what an operator projects onto, since the unit operator and zero are idempotent too. That information came from (4).

A symmetric form shows the structure. Adding $\tfrac14$ to both sides of (5) on $\mathcal H_l$ gives $(K+\tfrac12)^2=l(l+1)+\tfrac14=(l+\tfrac12)^2$, so the operator $N=(K+\tfrac12)/(l+\tfrac12)$ obeys $N^2=1$. Since $\tfrac12(1+N)=(l+\tfrac12+K+\tfrac12)/(2l+1)$ and $\tfrac12(1-N)=(l+\tfrac12-K-\tfrac12)/(2l+1)$,

$$P_\pm=\tfrac12(1\pm N).$$

This has the same form as $\tfrac12(1\pm\boldsymbol\sigma\cdot\mathbf n)$, which projects a spin onto the directions along and against a unit vector $\mathbf n$. For large $l$ the shifts by $\tfrac12$ become negligible against $l$, the operator $N$ approaches $\boldsymbol\sigma\cdot\mathbf L/(\hbar l)$, and $P_\pm$ select spin along or against the orbital angular momentum, as a classical picture of $\mathbf L$ suggests. For small $l$ the shifts are not negligible, and they are what distinguishes $l+1$ from $l$ in the numerators of (1).

The step from (5) to (6) used $L^2=\hbar^2l(l+1)$ with the same $l$ that stands in the formulas, and the result fails without it. Let the expressions (1), written for $l$, act on $\mathcal H_{l'}$. Their sum is still $1$, so $P_+^2-P_+=P_+(P_+-1)=-P_+P_-$, and likewise $P_-^2-P_-=-P_-P_+$, which is the same operator because both factors are functions of $K$. Using (5) with $L^2=\hbar^2l'(l'+1)$,

$$P_\pm^2-P_\pm=\frac{K^2+K-l(l+1)}{(2l+1)^2}=\frac{l'(l'+1)-l(l+1)}{(2l+1)^2}\quad\text{on }\mathcal H_{l'} .\tag{7}$$

The numerator is $(l'-l)(l'+l+1)$, which vanishes only for $l'=l$. For the $l=1$ formula on d states, $K$ has the eigenvalues $2$ and $-3$, so $(2+K)/3$ has the eigenvalues $4/3=1.33333$ and $-1/3=-0.33333$ in place of $1$ and $0$, and (7) gives $(6-2)/9=0.44444$. On a general wave function the operators must therefore be combined with $\Pi_l=\sum_m|l,m\rangle\langle l,m|$, which acts on the angles and removes every other $l$. Since $K$ maps each $\mathcal H_{l'}$ into itself, it commutes with $\Pi_l$, and $(\Pi_lP_\pm)^2=\Pi_lP_\pm^2=\Pi_lP_\pm$ because after $\Pi_l$ only $\mathcal H_l$ remains. The product $\Pi_lP_\pm$ projects onto a pair $(l,j)$ and not onto $j$ alone: the value $j=\tfrac32$ arises from $l=1$ through $P_+$ and from $l=2$ through $P_-$, and these are different subspaces with different potentials.

The factor of two between $K$ and $\mathbf L\cdot\mathbf S/\hbar^2$ matters as well. If $K/2$ is put in place of $K$ in $P_+$, the eigenvalues become $(l+1+l/2)/(2l+1)$ and $\tfrac12(l+1)/(2l+1)$. An idempotent operator has only the eigenvalues $0$ and $1$, because $p^2=p$ has no other solution, and the first eigenvalue is positive and equals $1$ only for $l=0$. For $l=1$ the two values are $5/6=0.83333$ and $1/3=0.33333$. In terms of $\mathbf S$ the correct forms are $P_+=(l+1+2\mathbf L\cdot\mathbf S/\hbar^2)/(2l+1)$ and $P_-=(l-2\mathbf L\cdot\mathbf S/\hbar^2)/(2l+1)$.

The sizes of the two subspaces follow from traces. The trace is the sum of the eigenvalues, so for a projector it counts the eigenvalues equal to $1$, which is the dimension of the subspace, its rank. For a product of an orbital operator $A$ and a spin operator $B$, the diagonal element is $\langle m|A|m\rangle\langle s|B|s\rangle$, and the sum over $m$ and $s$ factorizes into $\mathrm{Tr}\,A\cdot\mathrm{Tr}\,B$. The Pauli matrices are traceless, so $\mathrm{Tr}\,K=0$, while the unit operator has trace $2(2l+1)$. Therefore

$$\mathrm{Tr}\,P_+=\frac{(l+1)\cdot2(2l+1)}{2l+1}=2l+2,\qquad\mathrm{Tr}\,P_-=\frac{l\cdot2(2l+1)}{2l+1}=2l .$$

These are $2j+1$ for $j=l+\tfrac12$ and for $j=l-\tfrac12$, so each subspace holds exactly one multiplet. If only the spin index is summed, the result is an orbital operator, $\mathrm{Tr}_sP=\sum_s\langle s|P|s\rangle$. The terms $\sigma_iL_i$ again drop out and the unit operator gives $2$:

$$\mathrm{Tr}_sP_+=\frac{2l+2}{2l+1},\qquad\mathrm{Tr}_sP_-=\frac{2l}{2l+1},\tag{8}$$

each times the orbital unit operator. Averaged over the two spin directions, every orbital state of angular momentum $l$ has the weight $(l+1)/(2l+1)$ in the upper $j$ and $l/(2l+1)$ in the lower, whatever its $m$.

The projectors commute with $\mathbf J$. For the $z$ component, the orbital part gives

$$[L_z,\boldsymbol\sigma\cdot\mathbf L]=\sigma_x[L_z,L_x]+\sigma_y[L_z,L_y]=i\hbar(\sigma_xL_y-\sigma_yL_x),$$

and with $[\sigma_z,\sigma_x]=2i\sigma_y$ and $[\sigma_z,\sigma_y]=-2i\sigma_x$ from (3) the spin part gives

$$[S_z,\boldsymbol\sigma\cdot\mathbf L]=\tfrac12\hbar\,(2i\sigma_yL_x-2i\sigma_xL_y)=-i\hbar(\sigma_xL_y-\sigma_yL_x).$$

The two cancel, so $[J_z,K]=0$, and cyclically for $J_x$ and $J_y$. A potential built from $P_\pm$ is therefore invariant under joint rotations of orbit and spin. It does not conserve $L_z$ and $S_z$ separately when $l\ge1$ and $V_+\ne V_-$, because the matrix of $K$ connects states of different $m$, as its explicit form shows.

To write that matrix, define $\sigma_\pm=\tfrac12(\sigma_x\pm i\sigma_y)$. From the matrices, $\sigma_+$ has a single entry $1$ in the upper right corner and $\sigma_-$ a single entry $1$ in the lower left, so $\sigma_+|\downarrow\rangle=|\uparrow\rangle$, $\sigma_-|\uparrow\rangle=|\downarrow\rangle$ and $\sigma_+|\uparrow\rangle=\sigma_-|\downarrow\rangle=0$. Expanding,

$$\sigma_+L_-+\sigma_-L_+=\tfrac12(\sigma_x+i\sigma_y)(L_x-iL_y)+\tfrac12(\sigma_x-i\sigma_y)(L_x+iL_y)=\sigma_xL_x+\sigma_yL_y,$$

since the mixed terms $-i\sigma_xL_y+i\sigma_yL_x$ of the first product cancel against $+i\sigma_xL_y-i\sigma_yL_x$ of the second. Thus

$$K=\frac{1}{\hbar}\left(\sigma_zL_z+\sigma_+L_-+\sigma_-L_+\right).$$

Each spin flip is accompanied by an opposite change of $m$, so the eigenvalue $\hbar\mu$ of $J_z$ is kept. For given $\mu$ there are at most two product states, $|\mu-\tfrac12,\uparrow\rangle$ and $|\mu+\tfrac12,\downarrow\rangle$. On the first, $\sigma_zL_z/\hbar$ gives $\mu-\tfrac12$, the term with $\sigma_+$ gives zero, and $\sigma_-L_+/\hbar$ leads to the second state with the coefficient (2) for $m=\mu-\tfrac12$, which is the square root of $l(l+1)-(\mu-\tfrac12)(\mu+\tfrac12)$. On the second, $\sigma_zL_z/\hbar$ gives $-(\mu+\tfrac12)$, the term with $\sigma_-$ gives zero, and $\sigma_+L_-/\hbar$ leads back with the coefficient for lowering from $m=\mu+\tfrac12$, the square root of $l(l+1)-(\mu+\tfrac12)(\mu-\tfrac12)$. The two coefficients are equal, and $l(l+1)-\mu^2+\tfrac14=(l+\tfrac12)^2-\mu^2$. In this pair of states

$$K_\mu=\begin{pmatrix}\mu-\tfrac12&w\\w&-\mu-\tfrac12\end{pmatrix},\qquad w=\sqrt{(l+\tfrac12)^2-\mu^2}.$$

The trace is $-1$. The determinant is $-(\mu^2-\tfrac14)-(l+\tfrac12)^2+\mu^2=-l(l+1)$. The eigenvalues therefore solve $k^2+k-l(l+1)=0$, and each block contains $k=l$ once and $k=-(l+1)$ once, independently of $\mu$. Both states of a pair exist when $\mu-\tfrac12\ge-l$ and $\mu+\tfrac12\le l$, that is for the $2l$ values $\mu=-l+\tfrac12,\dots,l-\tfrac12$, and for all of these $w>0$. Two states remain unpaired. On $|l,\uparrow\rangle$ both $\sigma_+$ and $L_+$ give zero, so $K$ gives $(+1)(l)=l$; on $|-l,\downarrow\rangle$ both $\sigma_-$ and $L_-$ give zero, so $K$ gives $(-1)(-l)=l$. The count is $2l+2$ eigenvalues $l$ and $2l$ eigenvalues $-(l+1)$, in agreement with the traces.

The operators (1) have been shown to project states of given $l$ onto $j=l\pm\tfrac12$, and $K$ has been reduced to blocks of at most two states. It remains to write the projectors as explicit matrices, to put the pseudopotential into spin-orbit form, and to test the results numerically on a model p shell.
